# Local stability of a constant-power load behind resistance and inductance

A switching regulator that feeds a processor holds its output voltage fixed. If the processor's demand is steady, the regulator therefore draws nearly the same power from its own supply at any input voltage in its working range, provided that voltage changes slowly enough for the regulator to follow. When its input voltage sags, it must draw more current, and that pulls the voltage down further. The conductors that bring the power add resistance and inductance, and a capacitor at the regulator input must cover the mismatch between the current that arrives and the current that is taken. The question is how much power can be drawn before a small disturbance grows instead of dying out.

Take an ideal source of voltage \(V_s\), a series resistance \(R\) and inductance \(L\) carrying current \(i\), and a capacitance \(C\) from the load node to the return. The node voltage is \(v\), and the load draws \(P/v\) with \(P\) constant. All four of \(R,L,C,P\) are positive. The voltage law around the series branch and the current law at the node give

\[
L\frac{di}{dt}=V_s-Ri-v,\qquad C\frac{dv}{dt}=i-\frac{P}{v}.
\]

At equilibrium both derivatives vanish. The second equation gives \(i_0=P/v_0\), and the first then gives \(V_s=v_0+RP/v_0\), or

\[
v_0^2-V_sv_0+RP=0,\qquad v_\pm=\frac{V_s\pm\sqrt{V_s^2-4RP}}{2}.
\]

There are two equilibria when \(P<V_s^2/(4R)\) and none when \(P\) exceeds that value. The same power can be delivered at high voltage and low current, or at low voltage and high current with a large loss in \(R\).

Now displace the state slightly: \(i=i_0+y\), \(v=v_0+x\). The load current expands as

\[
\frac{P}{v_0+x}=\frac{P}{v_0}\left(1-\frac{x}{v_0}+\frac{x^2}{v_0^2}-\dots\right)=i_0-gx+O(x^2),\qquad g=\frac{P}{v_0^2}.
\]

The load absorbs power, since \(v_0\) and \(i_0\) are both positive, yet its incremental conductance is \(-g\): a rise in voltage lowers the current. The voltage in \(g\) is the equilibrium voltage at the load, not the source voltage. Inserting the expansion, cancelling the equilibrium terms and dropping \(x^2\) gives

\[
\frac{d}{dt}\begin{pmatrix}y\\x\end{pmatrix}=
\begin{pmatrix}-R/L&-1/L\\1/C&g/C\end{pmatrix}
\begin{pmatrix}y\\x\end{pmatrix}.
\]

The positive entry \(g/C\) comes from two minus signs: the load current leaves the node, and it changes by \(-gx\).

Solutions proportional to \(e^{\lambda t}\) require \(\lambda^2-T\lambda+D=0\), where \(T\) is the trace of the matrix and \(D\) its determinant:

\[
T=\frac gC-\frac RL,\qquad
D=\left(-\frac RL\right)\frac gC-\left(-\frac1L\right)\frac1C=\frac{1-Rg}{LC}.
\]

The two roots have sum \(T\) and product \(D\). Suppose \(T<0\) and \(D>0\). If the roots are complex, they are conjugates and each has real part \(T/2<0\). If they are real, their positive product gives them the same sign, and their negative sum makes that sign negative. Either way both disturbances decay. Conversely, if \(T>0\), at least one root has a positive real part, because the real parts add to \(T\). If \(D<0\), the roots cannot be conjugates, whose product is never negative; they are real with opposite signs, so one grows. If \(T=0\) or \(D=0\), the roots cannot both have negative real parts. Exponential decay of every small disturbance is thus equivalent to \(T<0\) and \(D>0\), that is,

\[
\boxed{\;\frac{P}{v_0^2}<\frac{RC}{L}\quad\text{and}\quad\frac{P}{v_0^2}<\frac1R\;}
\]

When no root has zero real part, the neglected quadratic terms cannot change the verdict for small enough disturbances. At equality in one bound, with the other satisfied, the linear equations do not decide the matter.

The second bound is a static one. Let the node voltage rise by \(x\), slowly enough that the inductor has no voltage across it. The series branch then delivers \(x/R\) less current, while the load takes \(gx\) less. The net current into the capacitor changes by \((g-1/R)x\), which opposes the rise when \(g<1/R\). This bound also separates the two equilibria. Their product is \(v_+v_-=RP\), so

\[
v_+^2>v_+v_-=RP>v_-^2 .
\]

Dividing \(P\) by each squared voltage shows that \(g<1/R\) at the upper equilibrium and \(g>1/R\) at the lower one. The lower equilibrium is therefore always unstable in this model, and the upper one satisfies the second bound without further conditions. It still has to satisfy the first.

The first bound concerns oscillation. At \(T=0\) with \(D>0\) the roots are \(\pm j\omega_c\), where \(j\) is the imaginary unit. Putting \(g=RC/L\) into \(D\) gives

\[
\omega_c^2=\frac{1}{LC}\left(1-\frac{R^2C}{L}\right).
\]

The same result follows from the passive network alone. Seen from the node, the series branch in parallel with the capacitor has admittance

\[
Y(j\omega)=j\omega C+\frac{1}{R+j\omega L}
=\frac{R}{R^2+\omega^2L^2}+j\omega\left(C-\frac{L}{R^2+\omega^2L^2}\right).
\]

At nonzero frequency it is real when \(R^2+\omega^2L^2=L/C\). This is again \(\omega=\omega_c\), and the real part there is \(RC/L\). A sustained small oscillation needs the load's \(-g\) to cancel this conductance. The two bounds thus compare \(g\) with the network's conductance at two frequencies: \(1/R\) at zero frequency and \(RC/L\) at resonance.

The resonance exists when \(R<\sqrt{L/C}\), and this is also the condition for \(RC/L<1/R\). With small series resistance, oscillation sets the limit; with \(R>\sqrt{L/C}\), the static bound does. As \(R\to0\) the first bound tends to zero, so a lossless feed with an ideal capacitor cannot stably supply any constant-power load. Resistance wastes power, but here it is the one source of damping.

To express the limit through the source voltage, write \(i_0=gv_0\), so that \(V_s=v_0(1+Rg)\) and

\[
P=gv_0^2=\frac{gV_s^2}{(1+Rg)^2},\qquad
\frac{dP}{dg}=V_s^2\,\frac{1-Rg}{(1+Rg)^3}.
\]

Along the upper equilibrium \(Rg<1\), so \(P\) rises with \(g\), and a limit on \(g\) becomes a limit on power:

\[
P_c=\begin{cases}
\dfrac{RC}{L}\,\dfrac{V_s^2}{(1+R^2C/L)^2}, & R<\sqrt{L/C},\\[3mm]
\dfrac{V_s^2}{4R}, & R\ge\sqrt{L/C}.
\end{cases}
\]

With \(V_s,L,C\) held fixed, set \(r=R/\sqrt{L/C}\). The first line is then \(P_c=(V_s^2/\sqrt{L/C})\,r/(1+r^2)^2\), whose derivative has the sign of \(1-3r^2\). The limiting power is greatest at \(r=1/\sqrt3\). Beyond that point added resistance costs more in voltage drop than it gains in damping.

As an example, let a 12.0 V supply feed a regulator through a pair of round copper wires of length \(\ell=500\) mm, radius \(b=1.0\) mm and centre spacing \(d=5.0\) mm, with \(C=100\ \mu\text{F}\) at the regulator input. A rough resistivity for copper near room temperature is \(\rho=1.7\times10^{-8}\ \Omega\,\text{m}\). Current passes out through one wire and back through the other, so

\[
R=\frac{2\rho\ell}{\pi b^2}=5.41\ \text{m}\Omega .
\]

The inductance follows from the magnetic vector potential, averaged over each wire's section for uniform current \(I\). Taken as zero at its own wire's surface, the potential is \((\mu_0I/4\pi)(1-r^2/b^2)\) at radius \(r\) inside, with average \(\mu_0I/8\pi\). Outside it is \(-(\mu_0I/2\pi)\ln(r/b)\), a harmonic function, whose average over the other wire's circular section is its value at the centre. The return current reverses its sign, so each wire sees \((\mu_0I/2\pi)[\ln(d/b)+\tfrac14]\) in its own current direction. This treats the wires as infinitely long; for these 500 mm wires, end effects lower \(L\) by about half a percent and raise the power limit found below by about 1 W. Adding the two wires gives

\[
L=\frac{\mu_0\ell}{\pi}\left(\ln\frac db+\frac14\right)=372\ \text{nH}.
\]

Hence \(\sqrt{L/C}=61\ \text{m}\Omega\), far above \(R\), and oscillation sets the limit:

\[
\frac{RC}{L}=1.455\ \text{S},\qquad \frac1R=185\ \text{S},
\]
\[
P_c=\frac{1.455\times12.0^2}{(1+1.455/184.8)^2}\ \text{W}=206\ \text{W}.
\]

In the model an equilibrium exists up to 6653 W, about thirty times more, although the current there, 1.1 kA, would quickly overheat these wires. A calculation of voltage drop alone would give no hint of the limit at 206 W. The onset frequency \(\omega_c/2\pi\) is 26.0 kHz.

Loads of 150 W and 250 W lie on either side. At 150 W the upper equilibrium is \(v_0=11.93\) V, so \(g=1.054\) S. Complex roots have real part

\[
\frac T2=\frac12\left(\frac gC-\frac RL\right)=\frac{10536-14551}{2}\ \text{s}^{-1}=-2.01\times10^3\ \text{s}^{-1},
\]

and a small ripple falls by a factor \(e\) in about 0.5 ms. At 250 W, \(v_0=11.89\) V and \(g=1.770\) S, and the same formula gives \(+1.57\times10^3\ \text{s}^{-1}\): the ripple grows by a factor \(e\) in about 0.64 ms. Numerical integration of the full nonlinear equations from a 1 mV displacement, with the rate read from successive voltage maxima, gives \(-2007.5\) and \(+1572.2\ \text{s}^{-1}\), equal to the formula's values to the digits shown.

Since \(v_0\) does not depend on \(C\), the 250 W load can be stabilized by more capacitance, with wires and supply unchanged:

\[
C>\frac{gL}{R}=122\ \mu\text{F}.
\]

More resistance also works, at a price, once it supplies enough damping (above about 6.6 mΩ for 250 W) and as long as an equilibrium still exists: for 250 W this requires \(R<V_s^2/(4P)=144\) mΩ. Raise \(R\) to 100 mΩ and keep \(L\) and \(C\). The bounds become \(RC/L=26.9\) S and \(1/R=10.0\) S, so the static bound is now the tighter, and the limit is \(V_s^2/(4R)=360\) W. At 250 W the two equilibria are 9.32 V and 2.68 V. The upper has \(g=2.88\) S and is stable. The lower has \(g=34.7\) S, and its roots are \(-2.2\times10^5\) and \(+3.0\times10^5\ \text{s}^{-1}\), one decaying and one growing without oscillation. The price is a drop of 2.68 V at 26.8 A, or about 72 W of heat in the resistance.

Stability so far means recovery from small disturbances. A large dip can still be fatal, because \(P/v\) rises ever more steeply as \(v\) falls. An estimate is possible when the network is lightly damped and the voltage swing is nearly sinusoidal, \(v=v_0(1+a\cos\theta)\) with \(0<a<1\). The part of the load current in phase with the swing has amplitude

\[
I_1=\frac1\pi\int_0^{2\pi}\frac{P}{v_0}\,\frac{\cos\theta}{1+a\cos\theta}\,d\theta
=\frac{P}{\pi v_0a}\int_0^{2\pi}\left(1-\frac{1}{1+a\cos\theta}\right)d\theta .
\]

With \(u=\tan(\theta/2)\) the remaining integral becomes

\[
\int_{-\infty}^{\infty}\frac{2\,du}{(1+a)+(1-a)u^2}=\frac{2\pi}{s},\qquad s=\sqrt{1-a^2}.
\]

Dividing \(I_1\) by the voltage amplitude \(av_0\), and using \(a^2=(1-s)(1+s)\), gives the effective conductance

\[
\frac{I_1}{av_0}=\frac{2g}{a^2}\left(1-\frac1s\right)=-\frac{2g}{s(1+s)} .
\]

For small swings \(s\to1\) and this returns to \(-g\); for larger swings its magnitude grows. With voltage amplitude \(V\), the current amplitude in a lightly damped inductor is \(V\sqrt{C/L}\). The resistance then dissipates \(\tfrac12R(C/L)V^2\) on average, while the load feeds \(\tfrac12V^2\cdot2g/[s(1+s)]\) into the oscillation. The two balance when

\[
s(1+s)=\frac{2gL}{RC},\qquad
s=\frac12\left(-1+\sqrt{1+\frac{8gL}{RC}}\right).
\]

Smaller swings lose energy and decay; larger ones gain energy and grow. Near the linear limit \(s\approx1-a^2/2\), so \(s(1+s)\approx2-\tfrac32a^2\) and

\[
a^2\approx\frac43\left(1-\frac{gL}{RC}\right).
\]

The disturbance that can be survived shrinks to zero as the power approaches \(P_c\). Stable operation just below the limit is therefore fragile.

At 150 W, \(2gL/(RC)=1.448\), which gives \(s=0.803\) and \(a=0.596\), a dip of \(0.596\times11.93=7.1\) V. For comparison, the full equations were integrated from a sudden voltage dip with the inductor current at its equilibrium value, and the dip dividing recovery from a fall below 0.5 V was found by bisection. It is 7.0 V. Such a dip takes the regulator input below 5 V, so the figure applies only to a regulator that still draws constant power there. One that shuts down or loses regulation at a higher voltage departs from the model first. Both \(R/\sqrt{L/C}=0.089\) and \(g\sqrt{L/C}=0.064\) are small here, as the assumptions of light damping and a nearly sinusoidal swing require.

In a real supply \(R\) and \(C\) can be smaller than their nominal values, and here either change lowers the ideal limit. Cold copper has less resistance: with a rough temperature coefficient of 0.0039 per kelvin referred to 20 °C, \(R\) at −40 °C is lower by the factor \(1-0.0039\times60=0.766\), and the ideal limit falls to 159 W. Ceramic capacitors of high permittivity can lose a large part of their capacitance under steady voltage. If half were lost, the ideal limit would fall to 104 W, and at 150 W the model predicts that a small ripple grows instead of dying out. The \(C\) in the bound must be the incremental capacitance at the operating voltage, which is the slope \(dq/dv\) of the stored charge \(q\) against voltage, because that slope sets the current of a small ripple.

The effects treated next are left out of the model, and in this example they raise the limit. In each case below the new limit on \(g\) is found by solving \(Y(j\omega)=g\) numerically for \(\omega\) and \(g\), with \(Y\) the modified network admittance, and is converted to power with the dc resistance. A resistance of 2 mΩ in series with the capacitor raises the limit to 280 W. Skin effect matters too, since the skin depth \(\delta=\sqrt{2\rho/(\omega\mu_0)}\) at the onset frequency is 0.41 mm, less than the wire radius. Inside a round wire the axial field obeys Bessel's equation and varies as \(J_0(kr)\), with \(k=(1-j)/\delta\). Faraday's law gives the surface magnetic field, and hence the current, so the internal impedance per unit length of each wire is

\[
z=\frac{k\rho}{2\pi b}\,\frac{J_0(kb)}{J_1(kb)} .
\]

The pair's resistance at 26 kHz becomes 8.0 mΩ instead of 5.4 mΩ, and the limit becomes 315 W. This leaves out the crowding of current caused by the neighbouring wire, which at this spacing raises the resistance to about 8.5 mΩ and the limit by a further 7 percent, to about 337 W.

Real regulators also do not hold constant power at all frequencies, because their control loops need time to respond. If the load's conductance is modelled as \(-g/(1+j\omega\tau)\) with \(1/(2\pi\tau)=50\) kHz, the onset condition is \(Y(j\omega)(1+j\omega\tau)=g\), and the limit is 271 W. Together with the 2 mΩ capacitor resistance it is 360 W. The increase belongs to this simple lag: a control loop with a lightly damped resonance above the onset frequency can lower the limit instead. In these calculations the omitted effects put the limit about 30 to 75 percent above the ideal formula's 206 W. Capacitor resistance, skin effect and lag were not all applied at once, so this range is not a bound on their joint effect. In the other direction, using the nominal capacitance when half of it has been lost overstates the ideal limit by a factor of two. The omitted effects can offset part or all of that error. The supply's own output impedance, taken as zero here, can be included in \(R\) and \(L\) if it acts as a resistance and inductance in series. Otherwise it must be added to the impedance of the series branch in \(Y(j\omega)\).

For a given conductor pair, \(R\) and \(L\) both grow in proportion to length, so \(RC/L\) does not depend on length while \(C\) is fixed. In the ideal model, shortening the wires therefore hardly changes the power limit as long as \(R\ll\sqrt{L/C}\). In a real supply it can raise the limit considerably: the capacitor's own resistance stays the same while \(L\) falls, and skin effect and regulator lag act more strongly at the higher onset frequency. In the ideal model with \(R\ll\sqrt{L/C}\), closer spacing lowers \(L\) and raises the limit, while a thicker conductor or a less resistive metal reduces \(R\) more than it reduces \(L\) when the centre spacing is fixed and the current is uniform, and so lowers the limit unless capacitance or damping is added. Once the wire is thicker than the skin depth, its resistance at the onset frequency falls more slowly with radius, and the limit need not fall.
